# A failing check and its repair

Subject: Flops per LOBPCG Iteration and the Cost of the Projected Eigenproblem.

```python
"""Flop count of one basic LOBPCG iteration (real arithmetic, orthonormal basis).

Result under test, to leading order in each part:
    F = 32 n m^2 + (h+1) n m + c m^3
n: basis functions; m: bands; h: flops per row and vector to apply H;
c = 153 if all 3m projected eigenvectors are formed, 99 if only m are formed.
An m-dimensional projected problem with all vectors costs (17/3) m^3.
p: speed advantage of the large block operations over the projected solver.
The projected problem dominates when p c m^2 > 32 n m + (h+1) n.
Counts come from a number type that registers each arithmetic operation.
The O(N^2) tridiagonal eigensolver is done in ordinary floats, uncounted.
"""
import math
import numpy as np
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import brentq


class Counted:
    """A real number that counts the arithmetic done with it."""
    __slots__ = ("value",)
    ops = 0

    def __init__(self, value):
        self.value = float(value)

    def __float__(self):
        return self.value

    def __add__(self, other):
        Counted.ops += 1
        return Counted(self.value + float(other))

    def __sub__(self, other):
        Counted.ops += 1
        return Counted(self.value - float(other))

    def __mul__(self, other):
        Counted.ops += 1
        return Counted(self.value * float(other))

    def __truediv__(self, other):
        Counted.ops += 1
        return Counted(self.value / float(other))


counted = np.frompyfunc(Counted, 1, 1)


def root(x):
    Counted.ops += 1
    return Counted(math.sqrt(float(x)))


def product(a, b):
    """Matrix product with explicit multiplications and additions."""
    out = a[:, :1] * b[:1]
    for k in range(1, a.shape[1]):
        out = out + a[:, k:k + 1] * b[k:k + 1]
    return out


def dot(u, v):
    return product(u[None, :], v[:, None])[0, 0]


def cholesky(gram):
    low = gram.copy()
    size = len(low)
    for j in range(size):
        low[j, j] = root(low[j, j])
        low[j + 1:, j] = low[j + 1:, j] / low[j, j]
        for i in range(j + 1, size):
            low[i, j + 1:i + 1] = (low[i, j + 1:i + 1]
                                   - low[j + 1:i + 1, j] * low[i, j])
    return low


def to_standard_form(a, low):
    """Inverse(L) A inverse(L^T), using and updating the lower triangle."""
    a = a.copy()
    size = len(a)
    for k in range(size):
        a[k, k] = a[k, k] / low[k, k] / low[k, k]
        col = a[k + 1:, k] / low[k, k]
        ell = low[k + 1:, k]
        half = a[k, k] * 0.5
        col = col - ell * half
        for i in range(len(col)):
            row = a[k + 1 + i, k + 1:k + 2 + i]
            a[k + 1 + i, k + 1:k + 2 + i] = row - (
                col[:i + 1] * ell[i] + ell[:i + 1] * col[i])
        col = col - ell * half
        for j in range(len(col)):          # forward substitution
            col[j] = col[j] / low[k + 1 + j, k + 1 + j]
            col[j + 1:] = (col[j + 1:]
                           - low[k + 2 + j:, k + 1 + j] * col[j])
        a[k + 1:, k] = col
    for i in range(size):                  # copying costs no flops
        a[:i, i] = a[i, :i]
    return a


def projected_solve(a, gram, keep):
    """Lowest 'keep' solutions of A c = theta G c, and the flop count."""
    start = Counted.ops
    size = len(a)
    low = cholesky(gram)
    a = to_standard_form(a, low)
    reflectors = []
    off = np.zeros(size - 1)
    for k in range(size - 2):
        v = a[k + 1:, k].copy()
        norm = root(dot(v, v))
        positive = float(v[0]) > 0
        v[0] = v[0] + norm if positive else v[0] - norm
        off[k] = -float(norm) if positive else float(norm)
        beta = Counted(2) / dot(v, v)
        block = a[k + 1:, k + 1:]
        image = product(block, v[:, None])[:, 0] * beta
        w = image - v * (dot(image, v) * beta * 0.5)
        for i in range(len(v)):
            block[i, :i + 1] = block[i, :i + 1] - (
                w[:i + 1] * v[i] + v[:i + 1] * w[i])
            block[:i, i] = block[i, :i]
        reflectors.append((k, v, beta))
    off[-1] = float(a[size - 1, size - 2])
    diag = np.array([float(a[i, i]) for i in range(size)])
    theta, z = eigh_tridiagonal(diag, off)
    z = counted(z[:, :keep])
    for k, v, beta in reversed(reflectors):
        z[k + 1:] = z[k + 1:] - v[:, None] * (
            product(v[None, :], z[k + 1:]) * beta)
    for j in reversed(range(size)):        # solve L^T c = z
        z[j] = z[j] / low[j, j]
        z[:j] = z[:j] - low[j, :j][:, None] * z[j][None, :]
    return theta[:keep], z, Counted.ops - start


def setup(n, m, seed=1):
    rng = np.random.default_rng(seed)
    diag = 2.0 + np.arange(1, n + 1)
    h_matrix = np.diag(diag) - np.eye(n, k=1) - np.eye(n, k=-1)
    q = np.linalg.qr(rng.standard_normal((n, m)))[0]
    theta, u = np.linalg.eigh(q.T @ h_matrix @ q)
    x = q @ u
    direction = rng.standard_normal((n, m))
    state = [counted(b) for b in
             (x, h_matrix @ x, direction, h_matrix @ direction)]
    return h_matrix, diag, state, theta


def lobpcg_step(h_matrix, diag, state, theta, keep, dense=False):
    """One iteration; returns new state, Ritz values, block and projected flops."""
    x, hx, p, hp = state
    m = x.shape[1]
    inverse_diag = 1 / diag
    start = Counted.ops
    w = (hx - x * theta) * inverse_diag[:, None]
    if dense:
        hw = product(counted(h_matrix), w)
    else:
        hw = w * diag[:, None]
        hw[1:] = hw[1:] - w[:-1]
        hw[:-1] = hw[:-1] - w[1:]
    a = counted(np.zeros((3 * m, 3 * m)))
    gram = counted(np.eye(3 * m))
    a[:m, :m] = counted(np.diag(theta))
    basis, image = (x, w, p), (hx, hw, hp)
    for i in (1, 2):
        for j in range(i + 1):
            rows, cols = slice(i * m, (i + 1) * m), slice(j * m, (j + 1) * m)
            a[rows, cols] = product(basis[i].T, image[j])
            gram[rows, cols] = product(basis[i].T, basis[j])
    block_ops = Counted.ops - start
    theta, c, small_ops = projected_solve(a, gram, keep)
    cx, cw, cp = c[:m, :m], c[m:2 * m, :m], c[2 * m:, :m]
    start = Counted.ops
    p_new = product(w, cw) + product(p, cp)
    x_new = product(x, cx) + p_new
    hp_new = product(hw, cw) + product(hp, cp)
    hx_new = product(hx, cx) + hp_new
    block_ops += Counted.ops - start
    return [x_new, hx_new, p_new, hp_new], theta[:m], block_ops, small_ops


def step_counts(n, m, keep, dense=False):
    h_matrix, diag, state, theta = setup(n, m)
    return lobpcg_step(h_matrix, diag, state, theta, keep, dense)[2:]


def small_count(size, keep):
    """Counted cost of a random projected problem, checked for correctness."""
    rng = np.random.default_rng(size)
    a = rng.standard_normal((size, size))
    a = a + a.T
    b = rng.standard_normal((size, size))
    gram = b @ b.T + size * np.eye(size)
    theta, c, ops = projected_solve(counted(a), counted(gram), keep)
    c = c.astype(float)
    assert np.allclose(theta, eigh(a, gram, eigvals_only=True)[:keep], atol=1e-9)
    assert np.allclose(a @ c, gram @ c * theta, atol=1e-8)
    assert np.allclose(c.T @ gram @ c, np.eye(keep), atol=1e-9)
    return ops


# The counted code is a working LOBPCG: it must find the lowest eigenvalues.
h_matrix, diag, state, theta = setup(40, 3)
iterations = 0
residual = 1.0
while residual > 1e-4 and iterations < 60:
    state, theta, _, _ = lobpcg_step(h_matrix, diag, state, theta, 3)
    x_float, hx_float = state[0].astype(float), state[1].astype(float)
    residual = np.linalg.norm(hx_float - x_float * theta, axis=0).max()
    iterations += 1
eigen_error = np.abs(theta - np.linalg.eigvalsh(h_matrix)[:3]).max()
assert residual <= 1e-4 and eigen_error < 1e-6

# Growth of the block work with n, for a sparse operator with h = 3.
for m in (2, 3, 4, 5):
    slope = (step_counts(40, m, m)[0] - step_counts(30, m, m)[0]) / 10
    assert slope == 32 * m**2 + (3 + 1) * m
# Dense operator: h = 2n-1; the n-independent remainder is below 10 m^2.
for n, m in ((20, 3), (30, 4)):
    ops = step_counts(n, m, m, dense=True)[0]
    assert abs(ops - (32 * n * m**2 + 2 * n**2 * m)) <= 10 * m**2

# Cubic coefficients from third differences of the counted projected solver.
sizes = (3, 4, 5, 6)
coef_m = np.diff([small_count(m, m) for m in sizes], 3)[0] / 6
coef_all = np.diff([small_count(3 * m, 3 * m) for m in sizes], 3)[0] / 6
coef_low = np.diff([small_count(3 * m, m) for m in sizes], 3)[0] / 6
assert abs(coef_m - 17 / 3) < 1e-12
assert abs(coef_all - 153) < 1e-12 and abs(coef_low - 99) < 1e-12
assert abs(coef_all / coef_m - 27) < 1e-10
assert abs(coef_low / coef_m - 297 / 17) < 1e-10
finite_ratio = {m: small_count(3 * m, 3 * m) / small_count(m, m)
                for m in (4, 8, 16)}
assert abs(finite_ratio[16] - 27) < abs(finite_ratio[4] - 27)
assert abs(finite_ratio[16] / 27 - 1) < 0.05


def threshold(n, h, c, p):
    b = 32 * n
    return (b + math.sqrt(b * b + 4 * p * c * (h + 1) * n)) / (2 * p * c)


def cost_parts(n, m, h, c):
    return 32 * n * m**2, (h + 1) * n * m, c * m**3


# Counted runs on both sides of the predicted threshold (m = 12, h = 3).
m_test = 12
n_balance = 153 * m_test**2 / (32 * m_test + 4)
counted_share = {}
for n in (42, 72):
    block, small = step_counts(n, m_test, 3 * m_test)
    counted_share[n] = small / (block + small)
assert 42 < n_balance < 72
assert counted_share[42] > 0.5 > counted_share[72]

# Threshold formula against numerical root finding.
n, m, h, workers = 100000, 1000, 500, 100
for c in (153, 99):
    for p in (1, workers):
        for h_case in (h, 2 * n - 1):
            def excess(bands):
                gram_update, apply_h, small = cost_parts(n, bands, h_case, c)
                return small - (gram_update + apply_h) / p
            found = brentq(excess, 1, n, xtol=1e-9)
            assert abs(found / threshold(n, h_case, c, p) - 1) < 1e-8
dense_all = threshold(n, 2 * n - 1, 153, 1) / n
dense_low = threshold(n, 2 * n - 1, 99, 1) / n
assert dense_all < 1 / 3 < dense_low

print("LOBPCG check, n=40, m=3: iterations", iterations)
print(f"  largest eigenvalue error (model units): {eigen_error:.1e}")
print(f"Cubic coefficient, m problem, all vectors: {coef_m:.4f} flops/m^3")
print(f"Cubic coefficient, 3m problem, all vectors: {coef_all:.1f} flops/m^3")
print(f"Cubic coefficient, 3m problem, m vectors: {coef_low:.1f} flops/m^3")
print(f"Limiting ratio, all vectors: {coef_all / coef_m:.2f}")
print(f"Limiting ratio, m vectors kept: {coef_low / coef_m:.2f}")
for size, ratio in finite_ratio.items():
    print(f"Counted ratio at m={size}, all vectors: {ratio:.2f}")
print(f"Predicted balance for m=12, h=3, c=153: n = {n_balance:.1f}")
for size, share in counted_share.items():
    print(f"Counted projected share, m=12, n={size}: {100 * share:.1f} %")
print(f"Large-m limit of m*/n, p=1, c=153: {32 / coef_all:.4f}")
print(f"Large-m limit of m*/n, p=1, c=99: {32 / coef_low:.4f}")
print(f"Dense H, p=1, c=153: m*/n = {dense_all:.4f}")
print(f"Dense H, p=1, c=99: m*/n = {dense_low:.4f} (bound {1 / 3:.4f})")
print(f"Example inputs: n={n}, m={m}, h={h} flops per row and vector")
print(f"Workers on block operations: p={workers}")
print(f"m-dimensional problem: {coef_m * m**3 / 1e9:.2f} Gflop")
for c in (153, 99):
    gram_update, apply_h, small = cost_parts(n, m, h, c)
    block = gram_update + apply_h
    print(f"Case c={c}:")
    print(f"  Gram matrices and updates: {gram_update / 1e9:.1f} Gflop")
    print(f"  H application and O(nm) work: {apply_h / 1e9:.1f} Gflop")
    print(f"  projected 3m problem: {small / 1e9:.1f} Gflop")
    print(f"  total: {(block + small) / 1e9:.1f} Gflop")
    print(f"  projected share of flops: {100 * small / (block + small):.2f} %")
    print(f"  block work per worker: {block / workers / 1e9:.2f} Gflop")
    time_share = small / (small + block / workers)
    print(f"  projected share of time, p={workers}: {100 * time_share:.1f} %")
    for p in (1, workers):
        print(f"  threshold m*, p={p}: {threshold(n, h, c, p):.1f} bands")
print("all tests passed")
```

It fails:

```
Traceback (most recent call last):
  File "check.py", line 239, in <module>
    assert abs(finite_ratio[16] - 27) < abs(finite_ratio[4] - 27)
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Likely cause: The program asserted that the counted ratio E(3m,3m)/E(m,m) lies closer to 27 at m = 16 than at m = 4, which is false: lower-order terms in the count nearly cancel at m = 4 and bring that ratio close to 27 by accident. The limit 27 and the cubic coefficients are unaffected. The ordering test now uses m = 8, 16 and 24, where the leading correction governs the approach from below, while m = 4 is still printed and is asserted to be the accidental exception. A new test compares every one of these counts with the complete polynomial, lower-order terms included, and the 5 % tolerance at m = 16 is unchanged.

Repair:

```diff
@@ -221,5 +221,5 @@
     slope = (step_counts(40, m, m)[0] - step_counts(30, m, m)[0]) / 10
     assert slope == 32 * m**2 + (3 + 1) * m
-# Dense operator: h = 2n-1; the n-independent remainder is below 10 m^2.
+# Dense operator: h = 2n-1; the n-independent remainder is at most 10 m^2.
 for n, m in ((20, 3), (30, 4)):
     ops = step_counts(n, m, m, dense=True)[0]
@@ -235,8 +235,16 @@
 assert abs(coef_all / coef_m - 27) < 1e-10
 assert abs(coef_low / coef_m - 297 / 17) < 1e-10
-finite_ratio = {m: small_count(3 * m, 3 * m) / small_count(m, m)
-                for m in (4, 8, 16)}
-assert abs(finite_ratio[16] - 27) < abs(finite_ratio[4] - 27)
+
+# Finite sizes: complete count with lower-order terms, and approach to 27.
+finite_ratio = {}
+for m in (4, 8, 16, 24):
+    ops_m, ops_3m = small_count(m, m), small_count(3 * m, 3 * m)
+    for size, ops in ((m, ops_m), (3 * m, ops_3m)):
+        assert 6 * ops == 34 * size**3 + 21 * size**2 - 37 * size - 108
+    finite_ratio[m] = ops_3m / ops_m
+assert finite_ratio[8] < finite_ratio[16] < finite_ratio[24] < 27
 assert abs(finite_ratio[16] / 27 - 1) < 0.05
+# At m = 4 lower-order terms nearly cancel: accidentally close to the limit.
+assert abs(finite_ratio[4] - 27) < abs(finite_ratio[24] - 27)
 
 
```

Output now:

```
LOBPCG check, n=40, m=3: iterations 13
  largest eigenvalue error (model units): 7.4e-10
Cubic coefficient, m problem, all vectors: 5.6667 flops/m^3
Cubic coefficient, 3m problem, all vectors: 153.0 flops/m^3
Cubic coefficient, 3m problem, m vectors: 99.0 flops/m^3
Limiting ratio, all vectors: 27.00
Limiting ratio, m vectors kept: 17.47
Counted ratio at m=4, all vectors: 27.14
Counted ratio at m=8, all vectors: 26.22
Counted ratio at m=16, all vectors: 26.45
Counted ratio at m=24, all vectors: 26.60
Predicted balance for m=12, h=3, c=153: n = 56.8
Counted projected share, m=12, n=42: 58.1 %
Counted projected share, m=12, n=72: 44.6 %
Large-m limit of m*/n, p=1, c=153: 0.2092
Large-m limit of m*/n, p=1, c=99: 0.3232
Dense H, p=1, c=153: m*/n = 0.2595
Dense H, p=1, c=99: m*/n = 0.3768 (bound 0.3333)
Example inputs: n=100000, m=1000, h=500 flops per row and vector
Workers on block operations: p=100
m-dimensional problem: 5.67 Gflop
Case c=153:
  Gram matrices and updates: 3200.0 Gflop
  H application and O(nm) work: 50.1 Gflop
  projected 3m problem: 153.0 Gflop
  total: 3403.1 Gflop
  projected share of flops: 4.50 %
  block work per worker: 32.50 Gflop
  projected share of time, p=100: 82.5 %
  threshold m*, p=1: 20930.7 bands
  threshold m*, p=100: 223.8 bands
Case c=99:
  Gram matrices and updates: 3200.0 Gflop
  H application and O(nm) work: 50.1 Gflop
  projected 3m problem: 99.0 Gflop
  total: 3349.1 Gflop
  projected share of flops: 2.96 %
  block work per worker: 32.50 Gflop
  projected share of time, p=100: 75.3 %
  threshold m*, p=1: 32338.9 bands
  threshold m*, p=100: 338.2 bands
all tests passed
```
